# The Baier–Katkov formula and its exact form in a plane wave

An electron of 20 GeV meets a short laser pulse of 2 eV photons head-on. Classical radiation theory, with its spectrum divided by the photon energy, predicts 0.0155 emitted photons, and 0.0006 of them carry more energy than the electron has. The quantum calculation gives 0.0102 photons and none above the electron energy. Yet it uses the same classical trajectory. The difference comes from one factor in the phase and from a changed weight in front of it.

## The statement

Units are \(\hbar=c=1\), with \(e^2=4\pi\alpha\) and metric \((+,-,-,-)\). The background \(a^\mu=eA^\mu\) is given and is not depleted. One photon \(k=(\omega,\mathbf k)\) is emitted, at first order in \(\alpha\). The probability, averaged over initial spin and summed over final spin and polarization, is

\[
dP=\frac{\alpha}{4\pi^2}\frac{d^3k}{\omega}\,D,\qquad
D=\iint dt_1dt_2\,N\,e^{i(\Phi_1-\Phi_2)} .
\]

With \(E'=E-\omega\), \(r=E/E'\) and \(\gamma=E/m\), the Baier–Katkov formula is

\[
\Phi=r\,k\cdot x(t),\qquad
N=\tfrac12\Big[(1+r^2)(\mathbf v_1\cdot\mathbf v_2-1)+\frac{\omega^2}{\gamma^2E'^2}\Big]. \tag{1}
\]

Since \(k\cdot x=\omega t-\mathbf k\cdot\mathbf r\), the phase is the classical one with \(\omega\to\omega E/(E-\omega)\) at fixed photon direction. In this form the formula is approximate, even in a plane wave. There it becomes exact when \(\omega/E\) is replaced by a ratio of light-front momenta and \(1/\gamma\) by its instantaneous value, as the second derivation shows.

## First derivation: a fast electron in a general field

Assume \(E,E'\gg m\) and neglect negative-energy states. Apart from spin, the electron has the Hamiltonian

\[
H=\varepsilon(\mathbf P)+V(\mathbf r,t),\qquad \mathbf P=\mathbf p-\mathbf a(\mathbf r,t),\qquad \varepsilon(\mathbf P)=\sqrt{m^2+\mathbf P^2}.
\]

Let \(U(t,t')\) be its evolution operator and \(j\) the spin vertex. The amplitude to reach the state \(f\) is

\[
A_f=\frac{-ie}{\sqrt{2\omega}}\int dt\,e^{i\omega t}\langle f|U^\dagger(t,0)\,e^{-i\mathbf k\cdot\mathbf r}j\,U(t,0)|i\rangle .
\]

Squaring, summing over the complete set \(f\) and multiplying by \(d^3k/(2\pi)^3\) gives the prefactor \(e^2/(16\pi^3\omega)=\alpha/(4\pi^2\omega)\). Leaving \(j\) aside for the moment, the integrand contains \(e^{i\omega(t_1-t_2)}\) times

\[
G=U^\dagger(t_2,0)\,e^{i\mathbf k\cdot\mathbf r}U(t_2,t_1)e^{-i\mathbf k\cdot\mathbf r}\,U(t_1,0).
\]

**The recoil phase.** Because \(e^{i\mathbf k\cdot\mathbf r}\mathbf p\,e^{-i\mathbf k\cdot\mathbf r}=\mathbf p-\mathbf k\), the middle three factors are the evolution with \(H_k=\varepsilon(\mathbf P-\mathbf k)+V\). Differentiating with respect to \(t_2\),

\[
\frac{dG}{dt_2}=i\,U^\dagger(t_2,0)(H-H_k)U(t_2,0)\,G
=i\big[\varepsilon(\mathbf P)-\varepsilon(\mathbf P-\mathbf k)\big]_{t_2}G ,
\]

where \(\mathbf P\) is now the Heisenberg operator. The potential has cancelled, and nothing has been approximated for this Hamiltonian. The solution is a time-ordered exponential. The quasiclassical step replaces \(\mathbf P(t)\) by its value on the classical trajectory, so that the full phase factor becomes

\[
\exp\Big\{-i\int_{t_1}^{t_2}\!dt\,[\omega+\varepsilon(\mathbf P-\mathbf k)-\varepsilon(\mathbf P)]\Big\}.
\]

Now \(\varepsilon(\mathbf P-\mathbf k)^2=E^2-2\mathbf P\cdot\mathbf k+\omega^2=E'^2+2X\), with \(X=E\omega-\mathbf P\cdot\mathbf k=E(\omega-\mathbf k\cdot\mathbf v)\). Expanding the root,

\[
\omega+\varepsilon(\mathbf P-\mathbf k)-E=\frac{X}{E'}-\frac{X^2}{2E'^3}+\dots
\simeq\frac{E}{E'}(\omega-\mathbf k\cdot\mathbf v).
\]

This is the recoil factor. Formula (1) takes it outside the time integral, which requires the kinetic energy \(E\) to stay nearly constant along the path. Otherwise \(r\) varies with time and must remain inside the integral. The factor arises because \(X\), which is proportional to the initial energy \(E\), is divided by the energy \(E'\) left after emission. For an angle \(\theta\) between \(\mathbf v\) and \(\mathbf k\), \(X\simeq\frac12E\omega(\gamma^{-2}+\theta^2)\), so at \(\theta\sim1/\gamma\) the relative correction \(X/2E'^2\) is of order \(\gamma^{-2}\) unless \(E'\) is small. For \(\omega=0.4E\) and \(\theta=1/(2\gamma)\) it falls from \(3.9\times10^{-4}\) at \(\gamma=30\) to \(3.9\times10^{-6}\) at \(\gamma=300\).

**What was neglected.** The operators \(\mathbf P(t)\) at different times do not commute. A transverse force \(F\) turns the electron through \(1/\gamma\) in the time \(m/F\). In a strong, nearly constant field this is the formation time of photons with \(\omega/E'\sim EF/m^3\); softer photons take longer. The estimates here are made for the time \(m/F\). Since \(\mathbf P(t')\simeq\mathbf P(t)+\mathbf F(\mathbf r)(t'-t)\), a force gradient gives a commutator of order \(|\nabla F|\,m/F\). This must be small against \(P_\perp^2\sim m^2\), hence \(|\nabla F|\ll mF\). That condition presumes that the field does turn the electron through \(1/\gamma\). If the transverse motion oscillates with \(P_\perp\ll m\), the force must instead vary little over the longer wavelength \(1/P_\perp\). An electron of about 10 MeV channeled between crystal planes meets \(|\nabla F|\ll mF\) yet has only a few transverse levels, and the classical path does not describe its emission lines well. A longitudinal magnetic field must satisfy \(|eB_\parallel|\ll m^2\). In a uniform transverse magnetic field, \([P_\perp,\varepsilon]\sim iF\) leads to a relative commutator \(F/(mE)\). These are estimates of order, for phases of order one.

As a test, take a wave packet in a one-dimensional periodic potential. Compare the phase of the expectation value of \(G\) with that of the classical phase factor, averaged over paths that have the packet's spread of position and momentum. The two differ by 0.017 rad, and by 0.004 rad when the period is doubled at the same peak force. The packet starts at the force maximum in both cases. The gradient vanishes there, and the gradient met along the path scales as the inverse square of the period, which favours the fourfold drop. A start where the gradient is largest gives 0.02 to 0.04 rad at the longer period, and the error then falls by a factor of about two or less per doubling. At the longer period, freezing the momentum instead gives an error of 0.69 rad.

**The spin vertex.** For spinors with \(u^\dagger u=1\), two-component spins \(w,w'\) and \(\mathbf P'=\mathbf P-\mathbf k\),

\[
j=u'^\dagger\boldsymbol\alpha\cdot\mathbf e\,u
=\sqrt{\tfrac{(E+m)(E'+m)}{4EE'}}\;w'^\dagger\Big[\frac{\sigma\!\cdot\!\mathbf e\,\sigma\!\cdot\!\mathbf P}{E+m}+\frac{\sigma\!\cdot\!\mathbf P'\,\sigma\!\cdot\!\mathbf e}{E'+m}\Big]w .
\]

Here \(\mathbf e\) is real and normal to \(\hat{\mathbf k}\). Let \(\boldsymbol\theta\) be the part of \(\mathbf v\) normal to \(\hat{\mathbf k}\). Then \(\mathbf P_\perp=\mathbf P'_\perp=E\boldsymbol\theta\), while the longitudinal ratios are \(1-m/E\) and \(1-m/E'\) up to order \(\gamma^{-2}\). Using \(\sigma\!\cdot\!\mathbf a\,\sigma\!\cdot\!\mathbf b=\mathbf a\cdot\mathbf b+i\sigma\cdot(\mathbf a\times\mathbf b)\), the leading terms are

\[
j=\tfrac12w'^\dagger\Big[(1+r)\,\mathbf e\cdot\boldsymbol\theta+(1-r)\,i\sigma\cdot(\mathbf e\times\boldsymbol\theta)+\frac{m\omega}{EE'}\,i\sigma\cdot(\mathbf e\times\hat{\mathbf k})\Big]w .
\]

In the spin trace the three terms do not interfere: \(\mathbf e\times\boldsymbol\theta\) lies along \(\hat{\mathbf k}\), and \(\mathbf e\times\hat{\mathbf k}\) is normal to it. The two polarizations give \(\boldsymbol\theta_1\cdot\boldsymbol\theta_2\) for each of the first two terms and 2 for the last, so

\[
N=\tfrac12\Big[(1+r^2)\,\boldsymbol\theta_1\cdot\boldsymbol\theta_2+\frac{\omega^2}{\gamma^2E'^2}\Big]. \tag{2}
\]

The spin was held fixed between \(t_1\) and \(t_2\). For \(g=2\) it rotates at a rate of order \(F/E\), that is by about \(1/\gamma\) in the time \(m/F\).

**From (2) to (1).** The longitudinal velocity is \(1-\frac12(\gamma^{-2}+\theta^2)\), whence

\[
\mathbf v_1\cdot\mathbf v_2-1=\boldsymbol\theta_1\cdot\boldsymbol\theta_2-\tfrac12(\gamma^{-2}+\theta_1^2)-\tfrac12(\gamma^{-2}+\theta_2^2).
\]

The last two terms are \(-\dot\Phi_1/(r\omega)\) and \(-\dot\Phi_2/(r\omega)\). Each yields a total derivative, \(\dot\Phi e^{i\Phi}=-i\,d(e^{i\Phi})/dt\), which integrates to zero when the coupling is switched off slowly at large \(|t|\). This turns (2) into (1). The same rule handles the field-free ends: if the initial and final velocities agree, an integrand \(g\,e^{i\Phi}\) may be replaced by \((g-g_0\dot\Phi/\dot\Phi_0)e^{i\Phi}\), which vanishes outside the field.

## Second derivation: Volkov states in a plane wave

Let \(a^\mu\) depend on \(\varphi=n\cdot x\) alone, with \(n=(1,\hat{\mathbf n})\), \(n^2=0\) and \(n\cdot a=0\), and let it vanish before and after the pulse. No high-energy assumption is made. The classical kinetic momentum is

\[
\pi=p-a+n\,\frac{2a\cdot p-a^2}{2n\cdot p},\qquad \frac{dx^\mu}{d\varphi}=\frac{\pi^\mu}{n\cdot p}.
\]

Indeed \(\pi^2=m^2\), and \(d\pi/d\varphi=-a'+n\,(a'\cdot\pi)/(n\cdot p)\) is the Lorentz equation for the field tensor \(n^\mu a'^\nu-n^\nu a'^\mu\).

**The states.** Take \(\Psi_p=S\,u_p\,e^{-i\Sigma}\), with \(S=1+\not n\not a/(2n\cdot p)\) and \(\partial^\mu\Sigma=\pi^\mu+a^\mu\). From \(\not n\not n=0\) and \(\not n\not a=-\not a\not n\) follow \(S^{-1}=1-\not n\not a/(2n\cdot p)\) and

\[
S\not p\,S^{-1}=\not p+\frac{2(a\cdot p)\not n-2(n\cdot p)\not a}{2n\cdot p}-\frac{2(n\cdot p)\,a^2\not n}{(2n\cdot p)^2}=\not\pi .
\]

Therefore \((i\not\partial-\not a-m)\Psi_p=[(\not\pi-m)S+i\not nS']u_pe^{-i\Sigma}=0\), because \(\not nS'=0\). The spinor \(u_\pi=Su_p\) is on shell with the instantaneous classical momentum.

**The phase.** The amplitude is \(-ie\int d^4x\,\bar\Psi_{p'}\not e\,e^{ik\cdot x}\Psi_p\). Integration over the three coordinates other than \(\varphi\) conserves transverse momentum and \(n\cdot p'=n\cdot p-n\cdot k\). The gradient of the remaining phase must then point along \(n\):

\[
(\pi'+a)+k-(\pi+a)=\pi'+k-\pi=n\,\frac{d\Phi}{d\varphi}.
\]

Solve for \(\pi'\) and square. With \(\pi'^2=\pi^2=m^2\) and \(k^2=n^2=0\),

\[
0=-2k\cdot\pi+2\frac{d\Phi}{d\varphi}\,n\cdot(\pi-k)
\;\Longrightarrow\;
\frac{d\Phi}{d\varphi}=\frac{k\cdot\pi}{n\cdot p-n\cdot k}=\frac{1}{1-s}\,\frac{d(k\cdot x)}{d\varphi},\quad s=\frac{n\cdot k}{n\cdot p}.
\]

The recoil factor is now \(r=1/(1-s)\), and no square root has been expanded.

**The weight.** The spinors are now normalized to \(\bar uu=2m\). Light-front normalization then contributes \(1/(2n\cdot p)\) for the initial electron and \(1/(2n\cdot p')\) for the final one, so

\[
D=\frac{1}{4\,n\cdot p\;n\cdot p'}\;\frac12\sum\Big|\int d\varphi\,M e^{i\Phi}\Big|^2,\qquad M=\bar u_{\pi'}\not e\,u_\pi .
\]

Use a Lorentz transformation that keeps \(n\) fixed and makes \(\mathbf k_\perp=0\). It shifts \(\boldsymbol\pi_\perp\) and \(\boldsymbol\pi'_\perp\) to the same vector, \(\boldsymbol\Theta=\boldsymbol\pi_\perp-\mathbf k_\perp/s\). Choose \(e\) transverse, and \(\bar n\) null with \(n\cdot\bar n=2\). Since \(\not nu_\pi=\not nu_p\equiv\eta\), the anticommutator \(\{\not\pi,\not n\}=2n\cdot p\) gives \(u_\pi=(\not\pi+m)\eta/(2n\cdot p)\), and likewise for \(\bar u_{\pi'}\) with \(\bar\eta'=\bar u_{p'}\not n\). Between \(\bar\eta'\) and \(\eta\) only terms with one \(\not{\bar n}\) survive, because \(\not n\not n=\not{\bar n}\not{\bar n}=0\):

\[
M=\frac{\bar\eta'\not{\bar n}\,Q\,\eta}{8\,n\cdot p\;n\cdot p'},\qquad
Q=n\cdot p'\,\not e\not\Theta+n\cdot p\,\not\Theta\not e-s\,n\cdot p\;m\not e .
\]

The spin sums are \(\sum\eta\bar\eta=\not n(\not p+m)\not n=2n\cdot p\,\not n\), and similarly for \(\eta'\). The trace then reduces \(\frac12\sum M_1M_2^*/(4\,n\cdot p\,n\cdot p')\) to \(q/[4(n\cdot p)^2(n\cdot p')^2]\), where for each polarization

\[
q=(n\cdot p+n\cdot p')^2(\mathbf e\cdot\boldsymbol\Theta_1)(\mathbf e\cdot\boldsymbol\Theta_2)+(n\cdot p-n\cdot p')^2(\mathbf e\times\boldsymbol\Theta_1)\cdot(\mathbf e\times\boldsymbol\Theta_2)+s^2(n\cdot p)^2m^2 .
\]

Adding both polarizations,

\[
D=\iint\frac{d\varphi_1d\varphi_2}{(n\cdot p)^2}\;\tfrac12\big[(1+r^2)\boldsymbol\Theta_1\cdot\boldsymbol\Theta_2+s^2r^2m^2\big]e^{i(\Phi_1-\Phi_2)} . \tag{3}
\]

In the same frame \(k=\frac12(n\cdot k)\bar n\). Hence \(\bar n\cdot\pi=2k\cdot\pi/(n\cdot k)\), and

\[
\pi_1\cdot\pi_2=\tfrac12n\cdot p\,(\bar n\cdot\pi_1+\bar n\cdot\pi_2)-\boldsymbol\Theta_1\cdot\boldsymbol\Theta_2
=\frac{k\cdot\pi_1+k\cdot\pi_2}{s}-\boldsymbol\Theta_1\cdot\boldsymbol\Theta_2 .
\]

The terms \(k\cdot\pi\) are proportional to \(d\Phi/d\varphi\) and drop out as before, so \(\boldsymbol\Theta_1\cdot\boldsymbol\Theta_2\to-\pi_1\cdot\pi_2\). Finally \(\pi^\mu d\varphi/(n\cdot p)=(1,\mathbf v)\,dt\) and \(d\varphi/(n\cdot p)=dt/E(t)\) restore laboratory time:

\[
N=\tfrac12\Big[(1+r^2)(\mathbf v_1\cdot\mathbf v_2-1)+s^2r^2\frac{m^2}{E(t_1)E(t_2)}\Big],\qquad r=\frac1{1-s}. \tag{4}
\]

This is (1) with \(\omega/E\to s\) and \(1/\gamma\to m/E(t)\). Within first-order emission in a given plane wave it is exact. For oblique incidence at \(\gamma=1.69\), Volkov amplitudes with explicit Dirac matrices give \(D=143.2132\,(\hbar/mc^2)^2\), and so does (4) on a numerically integrated trajectory. With \(\omega/E=0.277\) in place of \(s=0.3\), the result is 125.7, which is 12% below the Volkov value.

## What each derivation assumes

The first derivation allows any field that is smooth enough, but needs \(\gamma,\gamma'\gg1\), negligible commutators, slow spin rotation and, for a constant \(r\) as in (1), a kinetic energy that stays nearly constant along the path. Its expansion of the root fails when the electron is left with an energy of order \(m\), and its neglect of commutators fails when the force changes appreciably over a quantum wavelength of the transverse motion. The second needs none of this, but holds for a plane wave alone.

They meet when \(\varphi\) takes the role of time. The energy conjugate to it is \((m^2+\mathbf P_\perp^2)/(2n\cdot P)\), which is rational in \(n\cdot P\), so no root needs expanding. Moreover \(n\cdot P\) is conserved and \(\mathbf P_\perp(\varphi)=\mathbf p_\perp-\mathbf a_\perp(\varphi)\) changes by a pure number. Momenta at different \(\varphi\) commute, time ordering is trivial, and the classical path gives the full phase.

To compare \(\omega/E\) with \(s\), take nearly head-on incidence and put \(W=n\cdot p\), \(\boldsymbol\kappa=\mathbf k_\perp/s\). The mass-shell conditions give \(2\omega=sW+s\kappa^2/W\) and \(2E=W+(m^2+p_\perp^2)/W\), so

\[
\frac{\omega}{E}=s\,\frac{1+\kappa^2/W^2}{1+(m^2+p_\perp^2)/W^2}.
\]

For transverse momenta of order \(m\) the difference is of order \(\gamma^{-2}\). The measured relative error of \(D\) from (4) with \(\omega/E\) in place of \(s\), keeping \(m/E(t)\), is \(3.2\times10^{-3}\), \(7.9\times10^{-4}\) and \(2.0\times10^{-4}\) at \(\gamma=10\), 20 and 40, a factor of four per doubling. At a large angle \(\beta\) between electron and wave directions, other than head-on, a photon emitted at \(\theta\sim1/\gamma\) in the plane of incidence has \(s\simeq(\omega/E)[1+\theta\cot(\beta/2)]\), so the difference is then of first order in \(1/\gamma\). For an electron moving within about \(1/\gamma\) of the wave direction, the two ratios need not be close at all.

## Two limits

For \(s\to0\), \(r\to1\) and the \(s^2\) term vanishes. Then \(N=\mathbf v_1\cdot\mathbf v_2-1\), the classical spectrum divided by \(\omega\). In the example, integrating this spectrum gives a mean fractional loss of 0.00530, in agreement with Larmor's formula.

For a weak wave, (3) must describe single-photon Compton scattering. At amplitude 0.01 and \(b=\omega_0\,n\cdot p/m^2=0.5\), where \(\omega_0\) is the wave frequency and \(b\) is the wave photon energy in the electron rest frame in units of \(m\), it gives a probability of \(9.349\times10^{-7}\). Folding the pulse spectrum with the Klein–Nishina cross section gives the same to these digits. This checks the weight as well as the phase.

## Reading the 20 GeV spectrum

The pulse has four cycles, linear polarization and \(|\mathbf a|/m=a_0\sin^4(\varphi_0/8)|\sin\varphi_0|\), with \(\varphi_0=\omega_0\varphi\) and \(a_0=1\). With \(\gamma=39139\), \(m=E/\gamma=0.511\) MeV, and head-on incidence gives \(b\simeq2\gamma\omega_0/m=2(39139)(2\ \text{eV})/(0.511\ \text{MeV})=0.306\). At this energy \(s\) is the photon's share of the electron energy. The values of \(dP/ds\) are:

| \(s\) | exact | classical | recoil in phase only |
|---|---|---|---|
| 0.1 | 0.0279 | 0.0289 | 0.0249 |
| 0.2 | 0.0228 | 0.0223 | 0.0175 |
| 0.3 | 0.0214 | 0.0224 | 0.0137 |
| 0.4 | 0.0069 | 0.0214 | 0.0035 |
| 0.5 | 0.0026 | 0.0131 | 0.0010 |
| 0.6 | 0.0007 | 0.0064 | 0.0002 |

At fixed \(\boldsymbol\kappa\), the quantum phase at \(s\) equals the classical phase at \(u=s/(1-s)\). The whole classical range \(0<u<\infty\) is thus mapped into \(0<s<1\), and the impossible photons at \(u>1\) move to \(s>\frac12\).

The map also places the steep fall. In the frame used for (3), \(k\cdot\pi=\frac12s(m^2+\Theta^2)\), so on axis the phase advances by \((u/2b)(1+\langle a^2\rangle/m^2)\) per radian of the wave, where \(a\) now denotes \(|\mathbf a|\). Setting this to one gives the fundamental, \(u_1=2b/(1+\langle a^2\rangle/m^2)\). Between \(\langle a^2\rangle=m^2/2\), the cycle average of a wave held at the top of the envelope, and zero field, \(u_1\) runs from 0.41 to 0.61, and \(s_1=u_1/(1+u_1)\) from 0.29 to 0.38. The central cycle of this short pulse reaches only \(0.42\,m^2\), which gives \(s_1=0.30\). The classical column falls mainly between 0.4 and 0.6, the exact one between 0.3 and 0.4. For so short a pulse this is an estimate of position, not a sharp edge.

The phase alone is not enough. At \(s=0.5\), where \(r=2\), the factor \((1+r^2)/2=2.5\) raises the last column from 0.00096 to 0.0024, and the mass term in (3) supplies the rest of the exact 0.0026.

The emission probability is 0.0102 and the mean photon energy is \(0.182\times20=3.6\) GeV, or \(1.3\times10^{8}\) hartree. The mean fractional loss is \(0.0102\times0.182=0.0019\), about 35% of the classical value. Repeated emission and radiative corrections are left out. The numerical output below lists the values in full.

## Values computed for the example and the checks

```
Recoil operator, phase errors (rad), classical path:
  potential period 40 hbar/(mc): 0.0171
  potential period 80 hbar/(mc): 0.0042
  period 80, momentum frozen:    0.6936
Relative error of the recoil factor in the phase rate:
  gamma = 30: 3.857e-04   gamma = 300: 3.858e-06
Volkov state, Dirac equation residual: 7.8e-09
Oblique plane-wave test, gamma = 1.6883, s = 0.3
  omega/E = 0.27723
  double integral D, unit (hbar/mc^2)^2:
  Volkov amplitudes:         143.2132469
  trajectory, f = s:         143.2132469
  trajectory, f = omega/E:   125.6614681
Relative error of the form with omega/E:
  gamma = 10.028: 3.164e-03
  gamma = 20.014: 7.928e-04
  gamma = 40.007: 1.983e-04
Weak wave, a0 = 0.01, b = 0.5: probability
  this formula: 9.34931e-07   Klein-Nishina: 9.34939e-07
Worked example
  electron energy: 20.0 GeV, gamma = 39139.0
  wave photon energy: 2.0 eV, a0 = 1.0
  pulse length: 4 cycles, b = 0.30637
  s, photon energy (GeV), dP/ds exact, classical, phase only
  0.1   2.0 0.02794 0.02888 0.02494
  0.2   4.0 0.02282 0.02229 0.01750
  0.3   6.0 0.02139 0.02243 0.01373
  0.4   8.0 0.00687 0.02138 0.00346
  0.5  10.0 0.00261 0.01308 0.00096
  0.6  12.0 0.00068 0.00642 0.00016
  emission probability, exact: 0.01019
  classical photon number:     0.01549
  of these with s > 1:         0.00062
  mean s per photon, exact:    0.1819
  mean photon energy: 3.639 GeV = 1.337e+08 hartree
  mean fractional loss, exact: 0.001854
  classical loss from spectrum: 0.005297
  classical loss from Larmor:   0.005304
```
